# Why a long chain's thermal gap shift converges while displacements diverge: test program

```python
"""
Result under test: in a classical harmonic chain clamped at one end, absolute
displacements diverge with length, but the thermal shift of the electronic
threshold gap converges, because hopping depends only on bond stretches whose
variance kT/K does not depend on length.
K: spring constant; r: bond stretch; t1, t2: alternating equilibrium hoppings;
beta: relative hopping change per stretch, t = t_eq*(1 - beta*r).
Threshold gap: twice the energy below which a fraction f of the positive
levels lies. Mean pair separation: twice the mean positive level.
Strict gap: twice the lowest positive level. Lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal, eigh_tridiagonal, solveh_banded
from scipy.stats import norm

rng = np.random.default_rng(12)
K, T, t1, t2, beta, f = 300.0, 300.0, 1.2, 0.8, 10.0, 0.02
mass_u, morse_range = 127.6, 15.0
kB = const.k / const.e
kT = kB * T
sigma = np.sqrt(kT / K)
lengths = (300, 900, 2700)
longest, n_chains = lengths[-1], 16
t_eq = np.where(np.arange(longest) % 2 == 0, t1, t2)


def positive_levels(hop):
    ev = eigvalsh_tridiagonal(np.zeros(len(hop) + 1), hop,
                              lapack_driver="sterf")
    return ev[len(ev) // 2:]


def block_levels(hop, length):
    """Cut rows of hoppings into chains of the given number of atoms."""
    return np.array([positive_levels(h[:length - 1])
                     for h in hop.reshape(-1, length)])


def threshold_gap(levels):
    flat = np.sort(np.ravel(levels))
    return 2 * flat[int(round(f * flat.size)) - 1]


def clean_edge(fraction):
    return np.sqrt(t1**2 + t2**2 - 2 * t1 * t2 * np.cos(np.pi * fraction))


# Lattice statistics from the stiffness matrix itself
def stiffness_diagonal(atoms):
    d = np.full(atoms - 1, 2 * K)
    d[-1] = K
    return d


end_rms = {}
for L in lengths:
    band = np.zeros((2, L - 1))
    band[0] = stiffness_diagonal(L)
    band[1, :-1] = -K
    unit = np.zeros(L - 1)
    unit[-1] = 1
    end_rms[L] = np.sqrt(kT * solveh_banded(band, unit, lower=True)[-1])
    assert abs(end_rms[L] / (sigma * np.sqrt(L - 1)) - 1) < 1e-6
n = lengths[0] - 1
stiff = (np.diag(stiffness_diagonal(n + 1))
         - K * np.eye(n, k=1) - K * np.eye(n, k=-1))
cov_u = kT * np.linalg.inv(stiff)
to_stretch = np.eye(n) - np.eye(n, k=-1)
cov_r = to_stretch @ cov_u @ to_stretch.T
assert np.allclose(cov_r, sigma**2 * np.eye(n), atol=1e-7 * sigma**2)
assert np.allclose(np.diag(cov_u), sigma**2 * np.arange(1, n + 1), rtol=1e-6)

# Electronic levels of thermal chains, whole and cut into shorter chains
z = rng.normal(size=(n_chains, longest))
hop = t_eq * (1 - beta * sigma * z)
levels = {L: block_levels(hop, L) for L in lengths}
gap = {L: threshold_gap(levels[L]) for L in lengths}
pair = {L: 2 * levels[L].mean() for L in lengths}
strict = {L: 2 * levels[L][:, 0].mean() for L in lengths}
clean_gap = 2 * clean_edge(f)
clean_levels = {L: positive_levels(t_eq[:L - 1]) for L in lengths}
assert abs(threshold_gap(clean_levels[longest]) - clean_gap) < 1e-3
assert abs(2 * clean_levels[longest][0] - 2 * (t1 - t2)) < 1e-3
single = np.array([threshold_gap(row) for row in levels[longest]])
gap_error = single.std(ddof=1) / np.sqrt(n_chains)
shift = gap[longest] - clean_gap
assert abs(gap[900] - gap[2700]) < 0.008
assert abs(gap[300] - gap[2700]) < 0.03
assert abs(shift) > 3 * gap_error
assert strict[300] > strict[900] > strict[2700]

# Each cut bond may change a level count by at most one
largest_change = {}
for L in lengths[:2]:
    pieces = longest // L
    grouped = levels[L].reshape(n_chains, -1)
    changes = [np.abs((levels[longest] < e).sum(1) - (grouped < e).sum(1)).max()
               for e in np.linspace(0.2, 2.1, 60)]
    largest_change[L] = max(changes)
    assert largest_change[L] <= pieces - 1

# Trace-norm bound on the shift of the mean pair separation
pair_shift, pair_bound = {}, {}
for L in lengths:
    used = np.abs(hop - t_eq).reshape(-1, L)[:, :L - 1]
    pair_bound[L] = 4 * used.sum() / (used.shape[0] * L)
    pair_shift[L] = pair[L] - 2 * clean_levels[L].mean()
    assert abs(pair_shift[L]) <= pair_bound[L]
assert abs(pair[300] - pair[2700]) < 0.02

# Other temperatures, with the same random numbers, chains of 900 atoms
gap_at = {T: gap[900]}
for temp in (100.0, 200.0, 400.0):
    s = np.sqrt(kB * temp / K)
    gap_at[temp] = threshold_gap(block_levels(t_eq * (1 - beta * s * z), 900))
cut = 3 * np.sqrt(kB * 100.0 / K)
rare = np.mean(np.abs(z) > 3)
width = beta * (t1 + t2) * cut
low_bound = 2 * (clean_edge(f - 2 * rare) - width)
high_bound = 2 * (clean_edge(f + 2 * rare) + width)
assert 0 < low_bound < gap_at[100.0] < high_bound

# Control: same single-atom variances, correlations between atoms removed
control_pair, control_gap = {}, {}
for L in lengths:
    u = rng.normal(size=(8, L)) * sigma * np.sqrt(np.arange(L))
    r = np.diff(u, axis=1)
    lev = np.array([positive_levels(t_eq[:L - 1] * (1 - beta * row))
                    for row in r])
    control_pair[L], control_gap[L] = 2 * lev.mean(), threshold_gap(lev)
    assert control_gap[L] < 0.5 * clean_gap
assert control_pair[900] > 1.3 * control_pair[300]
assert control_pair[2700] > 1.3 * control_pair[900]


# Lowest-order thermal shift of the strict band edge
def second_order_edge(atoms):
    base = t_eq[:atoms - 1]
    e, v = eigh_tridiagonal(np.zeros(atoms), base)
    edge = atoms // 2
    psi = v[:, edge]
    element = v[:-1] * psi[1:, None] + v[1:] * psi[:-1, None]
    strength = ((beta * sigma * base)**2) @ element**2
    others = np.arange(atoms) != edge
    return np.sum(strength[others] / (e[edge] - e[others]))


small, step, curvature_sum = 40, 1e-3, 0.0
base = t_eq[:small - 1]
e_mid = positive_levels(base)[0]
for b in range(small - 1):
    d = np.zeros(small - 1)
    d[b] = step
    second = (positive_levels(base + d)[0] + positive_levels(base - d)[0]
              - 2 * e_mid) / step**2
    curvature_sum += 0.5 * (beta * sigma * base[b])**2 * second
assert abs(curvature_sum / second_order_edge(small) - 1) < 1e-2
pert = {L: 2 * second_order_edge(L) for L in (300, 600, 1200)}
assert 1.8 < pert[1200] / pert[600] < 2.2

# A rare run of equal hoppings almost closes the strict gap
run = t_eq[:599].copy()
run[200:400] = 0.5 * (t1 + t2)
run_gap = 2 * positive_levels(run)[0]
assert run_gap < 0.1

# Neglected effects, same random numbers, chains of 900 atoms
omega_max = 2 * np.sqrt(K * const.e * 1e18 / (mass_u * const.atomic_mass))
phonon = const.hbar * omega_max / const.e
q = 2 * np.pi * np.fft.fftfreq(longest)
half = np.maximum(phonon * np.abs(np.sin(q / 2)) / (2 * kT), 1e-9)
quantum_factor = half / np.tanh(half)
zq = np.fft.ifft(np.fft.fft(z, axis=1) * np.sqrt(quantum_factor), axis=1).real
gap_quantum = threshold_gap(block_levels(t_eq * (1 - beta * sigma * zq), 900))
gap_exp = threshold_gap(block_levels(t_eq * np.exp(-beta * sigma * z), 900))
grid = np.linspace(-8 * sigma, 8 * sigma, 20001)
potential = 0.5 * K * grid**2 * (1 - morse_range * grid
                                 + 7 / 12 * (morse_range * grid)**2)
weight = np.exp(-potential / kT)
weight /= weight.sum()
cdf = np.cumsum(weight) - 0.5 * weight
mean_stretch = weight @ grid
r_anh = np.interp(norm.cdf(z), cdf, grid)
gap_anh = threshold_gap(block_levels(t_eq * (1 - beta * r_anh), 900))

print(f"spring constant K = {K:.0f} eV/nm^2")
print(f"temperature = {T:.0f} K, kT = {kT:.5f} eV")
print(f"hoppings t1, t2 = {t1:.1f}, {t2:.1f} eV")
print(f"beta = {beta:.0f} 1/nm, threshold fraction f = {f:.2f}")
print(f"rms bond stretch, every length = {sigma:.5f} nm")
print(f"rms hopping change, t1 and t2 bonds = "
      f"{beta*sigma*t1:.4f}, {beta*sigma*t2:.4f} eV")
print(f"clean strict gap, infinite chain = {2*(t1-t2):.4f} eV")
print(f"clean threshold gap = {clean_gap:.4f} eV")
for L in lengths:
    print(f"N={L}: rms end displacement = {end_rms[L]:.4f} nm")
    print(f"N={L}: threshold gap = {gap[L]:.4f} eV, "
          f"shift = {1000*(gap[L]-clean_gap):.1f} meV")
    print(f"N={L}: mean pair separation = {pair[L]:.4f} eV")
    print(f"N={L}: mean strict gap = {strict[L]:.4f} eV")
print(f"standard error of gap, N=2700 = {1000*gap_error:.1f} meV")
print(f"pair separation shift, N=2700 = {pair_shift[2700]:.4f} eV")
print(f"its trace-norm bound = {pair_bound[2700]:.4f} eV")
for L in lengths[:2]:
    print(f"2700 atoms cut to {L}: largest count change = "
          f"{largest_change[L]}, allowed {longest//L-1}")
for temp in sorted(gap_at):
    print(f"N=900, {temp:.0f} K: gap shift = "
          f"{1000*(gap_at[temp]-clean_gap):.1f} meV")
print(f"100 K: fraction of bonds beyond 3 sigma = {rare:.5f}")
print(f"100 K: gap bounds = {low_bound:.4f} to {high_bound:.4f} eV")
for L in lengths:
    print(f"uncorrelated control N={L}: pair separation = "
          f"{control_pair[L]:.3f} eV")
    print(f"uncorrelated control N={L}: threshold gap = "
          f"{control_gap[L]:.2e} eV")
for L in pert:
    print(f"second-order strict-gap shift N={L} = {pert[L]:.4f} eV")
print(f"gap with run of 200 equal bonds, N=600 = {run_gap:.4f} eV")
print(f"atomic mass = {mass_u:.1f} u, top phonon = {1000*phonon:.1f} meV")
print(f"quantum/classical stretch variance = {quantum_factor.mean():.4f}")
print(f"gap change, quantum lattice = {1000*(gap_quantum-gap[900]):.1f} meV")
print(f"gap change, exponential hopping = {1000*(gap_exp-gap[900]):.1f} meV")
print(f"anharmonic range parameter = {morse_range:.0f} 1/nm")
print(f"anharmonic mean stretch = {mean_stretch:.5f} nm")
print(f"gap change, anharmonic bonds = {1000*(gap_anh-gap[900]):.1f} meV")
print("checks complete")
```

Printed output:

```
spring constant K = 300 eV/nm^2
temperature = 300 K, kT = 0.02585 eV
hoppings t1, t2 = 1.2, 0.8 eV
beta = 10 1/nm, threshold fraction f = 0.02
rms bond stretch, every length = 0.00928 nm
rms hopping change, t1 and t2 bonds = 0.1114, 0.0743 eV
clean strict gap, infinite chain = 0.8000 eV
clean threshold gap = 0.8094 eV
N=300: rms end displacement = 0.1605 nm
N=300: threshold gap = 0.7482 eV, shift = -61.2 meV
N=300: mean pair separation = 2.6752 eV
N=300: mean strict gap = 0.6752 eV
N=900: rms end displacement = 0.2783 nm
N=900: threshold gap = 0.7464 eV, shift = -63.1 meV
N=900: mean pair separation = 2.6765 eV
N=900: mean strict gap = 0.6409 eV
N=2700: rms end displacement = 0.4823 nm
N=2700: threshold gap = 0.7454 eV, shift = -64.1 meV
N=2700: mean pair separation = 2.6770 eV
N=2700: mean strict gap = 0.6126 eV
standard error of gap, N=2700 = 2.5 meV
pair separation shift, N=2700 = 0.0021 eV
its trace-norm bound = 0.2964 eV
2700 atoms cut to 300: largest count change = 7, allowed 8
2700 atoms cut to 900: largest count change = 2, allowed 2
N=900, 100 K: gap shift = -20.8 meV
N=900, 200 K: gap shift = -43.3 meV
N=900, 300 K: gap shift = -63.1 meV
N=900, 400 K: gap shift = -83.2 meV
100 K: fraction of bonds beyond 3 sigma = 0.00218
100 K: gap bounds = 0.1626 to 1.4571 eV
uncorrelated control N=300: pair separation = 4.432 eV
uncorrelated control N=300: threshold gap = 1.10e-02 eV
uncorrelated control N=900: pair separation = 6.417 eV
uncorrelated control N=900: threshold gap = 1.31e-02 eV
uncorrelated control N=2700: pair separation = 10.734 eV
uncorrelated control N=2700: threshold gap = 3.53e-02 eV
second-order strict-gap shift N=300 = -0.3508 eV
second-order strict-gap shift N=600 = -0.6913 eV
second-order strict-gap shift N=1200 = -1.3723 eV
gap with run of 200 equal bonds, N=600 = 0.0306 eV
atomic mass = 127.6 u, top phonon = 19.8 meV
quantum/classical stretch variance = 1.0243
gap change, quantum lattice = -2.5 meV
gap change, exponential hopping = 3.8 meV
anharmonic range parameter = 15 1/nm
anharmonic mean stretch = 0.00196 nm
gap change, anharmonic bonds = -26.0 meV
checks complete
```
